# Why finite antiferromagnets have no staggered moment, and how order appears

**Q:** I picture the ground state of a Heisenberg antiferromagnet as the Néel state: up on one sublattice, down on the other. Quantum mechanics may shrink the arrows a little, but a cluster of 16 spins should already show them.

**A:** Let us test the picture on
\[
H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j ,\qquad J>0,
\]
with spins 1/2 and \(\hbar=1\). The cluster is connected, with \(N\) sites in two equal sublattices A and B. Each site has \(z\) neighbours, all on the other sublattice, so there are \(N_b=zN/2\) bonds. Write
\[
\mathbf S_i\cdot\mathbf S_j=S_i^zS_j^z+\tfrac12\left(S_i^+S_j^-+S_i^-S_j^+\right).
\]
On an antiparallel bond the first term gives \(-1/4\), and the second exchanges the two spins with amplitude \(1/2\). Every bond of the Néel state is antiparallel, so
\[
H|\text{Néel}\rangle=-\frac{JN_b}{4}|\text{Néel}\rangle+\frac J2\sum_b|b\rangle ,
\]
where \(|b\rangle\) has the spins of bond \(b\) exchanged. The states \(|b\rangle\) are orthonormal and orthogonal to the Néel state. It is therefore not an eigenstate, and its energy variance is \(N_b(J/2)^2=J^2N_b/4\), which grows with the system.

For the periodic \(4\times4\) square cluster, \(N_b=32\). The mean energy is \(-8J\) and the variance \(8J^2\), while the exact ground energy is \(-11.23J\).

**Q:** Then the true ground state is a dressed Néel state. The arrows could still be there, only shorter.

**A:** On a finite cluster they are absent. Multiply each basis state by \((-1)^{n_A}\), where \(n_A\) counts up spins on A. An exchange on a bond changes \(n_A\) by one, so every off-diagonal element \(+J/2\) becomes \(-J/2\). Exchanges connect all configurations with the same total \(S^z=m\). By the Perron–Frobenius theorem, the lowest state in each such sector is unique and has strictly positive amplitudes in the new basis.

To find its spin, compare with a model coupling every A site to every B site:
\[
\mathbf S_A\cdot\mathbf S_B=\tfrac12\left[S(S+1)-S_A(S_A+1)-S_B(S_B+1)\right].
\]
Here \(\mathbf S_A,\mathbf S_B\) are the total sublattice spins. In sector \(m\) the energy is lowest for the largest sublattice spins, \(S_A=S_B=N/4\), and the smallest allowed total spin, \(S=|m|\). This model has the same sign structure, so its lowest state is also positive. Two positive vectors overlap, whereas states of different total spin are orthogonal. The lowest state of \(H\) in sector \(m\) therefore has spin \(|m|\) too.

For \(m=0\) this is a singlet. Every other multiplet has a member in that sector, at higher energy, so the singlet is the unique ground state. It is unchanged by rotations, and a vector expectation value in it must vanish: \(\langle\mathbf S_i\rangle=0\) on every site.

Equal sublattices matter here. With unequal ones, the largest sublattice spins cannot combine to zero.

**Q:** If every local moment is zero, what can "antiferromagnetic order" mean?

**A:** It means correlation between spins. Define
\[
\mathbf M=\sum_i\varepsilon_i\mathbf S_i,\qquad m_2=\frac{\langle\mathbf M^2\rangle}{N^2},
\]
with \(\varepsilon_i=+1\) on A and \(-1\) on B. The singlet has \(\langle\mathbf M\rangle=0\), but \(m_2\) is positive; on the \(4\times4\) cluster it is 0.277. Part of that is trivial, since the terms \(i=j\) give \(3/(4N)=0.047\). Long-range order means that \(m_2\) stays above a positive constant as \(N\to\infty\).

**Q:** A unique symmetric ground state at every \(N\), yet a magnet that points somewhere. Where does the direction come from?

**A:** From states that order forces down towards the singlet. Take \(M_z|0\rangle\), with \(|0\rangle\) the ground state. Since \(\mathbf M\) is a vector and \(|0\rangle\) a singlet, this state has spin 1. Its squared norm is \(\langle M_z^2\rangle=N^2m_2/3\), because the three components contribute equally.

For its energy, expand the double commutator:
\[
\langle[M_z,[H,M_z]]\rangle=2\langle M_zHM_z\rangle-2E_0\langle M_z^2\rangle .
\]
Half of this, divided by \(\langle M_z^2\rangle\), is the mean excitation energy \(\bar\omega\).

Now evaluate the commutator. For \(i\) on A and \(j\) on B, \(S_i^+S_j^-\) raises \(M_z\) by 2 and its conjugate lowers it by 2. Two commutators with \(M_z\) multiply either term by 4, while the \(S^zS^z\) terms drop out. Since \([M_z,[H,M_z]]=-[M_z,[M_z,H]]\),
\[
[M_z,[H,M_z]]=-4J\sum_{\langle ij\rangle}\left(S_i^xS_j^x+S_i^yS_j^y\right).
\]
In a singlet, two of the three spin components carry two thirds of the energy. The expectation value is \(-8E_0/3=8|E_0|/3\), and hence
\[
\Delta\le\bar\omega=\frac{4|E_0|/3}{N^2m_2/3}=\frac{4|E_0|}{N^2m_2},
\]
where \(\Delta=E(1)-E(0)\) and \(E(S)\) is the lowest energy with spin \(S\). A bond energy is never below \(-3J/4\), so \(|E_0|/N\le3zJ/8\). If \(m_2\) stays finite, the gap must vanish at least as fast as \(1/N\).

On the \(4\times4\) cluster the bound is \(4(11.228J)/(256\times0.27653)=0.634J\). The actual gap is \(0.579J\).

**Q:** That is one triplet. Why a whole tower?

**A:** Restrict the states to maximal sublattice spins, \(S_A=S_B=N/4\). They are symmetric under permutations within each sublattice, so every A–B pair has the same matrix elements, equal to those of \(\mathbf S_A\cdot\mathbf S_B/(N/2)^2\). Summing over \(zN/2\) bonds gives the projected Hamiltonian
\[
H_P=\frac{2zJ}{N}\,\mathbf S_A\cdot\mathbf S_B .
\]
With the identity used earlier,
\[
E_P(S)=\frac{zJ}{N}\left[S(S+1)-2\,\frac N4\left(\frac N4+1\right)\right]
=\frac{zJ}{N}S(S+1)-\frac{zJ(N+4)}8 .
\]
Two large spins are locked antiparallel, and their common axis turns as a rotor whose inertia grows with \(N\).

These states are trial states for \(H\), so \(E_P(S)\) bounds \(E(S)\) from above; differences of \(E_P\) do not bound gaps. For the full ordered magnet, the rotor picture suggests the effective law
\[
E(S)-E(0)\simeq\frac{S(S+1)}{2\chi N}\qquad(S\text{ fixed},\ N\text{ large}).
\]
This is Anderson's tower. The constant \(\chi\) is the uniform susceptibility per site: if the law is assumed to extend to large \(S\) with \(S/N\) small, minimizing \(S^2/(2\chi N)-BS\) in a uniform field \(B\) gives \(S/N=\chi B\). The law gives the height of a level. The spacing between neighbours is \((S+1)/(\chi N)\).

For the 18-site square cluster, \(N[E(S)-E(0)]/[S(S+1)]\) is \(4.58J\), \(4.56J\) and \(4.55J\) for \(S=1,2,3\). The form holds well at this size. The projected model would give \(4J\), so the states it omits change \(\chi\). The constant itself is not converged in size: for \(S=1\) it is \(4.63J\) at 16 sites and \(4.67J\) at 20, and first-order spin-wave theory estimates about \(8.9J\) for the infinite lattice.

**Q:** So the Néel state is the sum of these tower states, and it becomes an eigenstate when they collapse?

**A:** No. Its variance grows with \(N\), as we saw. With all A spins up and all B spins down it has \(S_A=S_B=N/4\), so it lies wholly in the projected space and is a sum of the projected levels \(E_P(S)\), which are not eigenstates of \(H\) in general. Even within the projected model it does not collapse. In a product state along \(z\), the transverse correlations between different sites vanish, and total \(S^z=0\). Therefore
\[
\langle\mathbf S_{\rm tot}^2\rangle=\frac{3N}4+\left(0-\frac N4\right)=\frac N2 .
\]
The first term collects \(i=j\); the bracket is \(\langle(S^z_{\rm tot})^2\rangle\) without its \(i=j\) part. Typical spins are of order \(\sqrt N\), and the mean tower energy is \((zJ/N)(N/2)=zJ/2\), independent of \(N\). The collapse concerns fixed \(S\).

A better broken-symmetry state uses few levels and the true ground state. Let \(|1\rangle\) be \(M_z|0\rangle\) normalized, and take \((|0\rangle+|1\rangle)/\sqrt2\). A half-turn about \(x\) reverses \(M_z\), so \(M_z\) has no diagonal elements in these two states. The cross terms give
\[
\frac{\langle M_z\rangle}{N}=\frac{\langle1|M_z|0\rangle}{N}=\sqrt{\frac{m_2}{3}} .
\]
Its mean energy above the ground state is \(\bar\omega/2\), which vanishes as \(1/N\) if there is order. This moment is only an average: with two levels, \(M_z/N\) still fluctuates about it by a comparable amount. More levels sharpen the direction. In the projected square model with 2000 sites, levels up to \(S=1\) give a moment of 0.289 per site and levels up to \(S=4\) give 0.454, out of a possible 0.5. The \(S=4\) level lies only \(0.04J\) above the singlet.

**Q:** Who prepares such a superposition in a real magnet?

**A:** A minute staggered field can do it. Add \(-hM_z\). First-order perturbation theory for the state gives
\[
\frac{\langle M_z\rangle}{N}=\frac{2h}{N}\sum_{k\ne0}\frac{|\langle k|M_z|0\rangle|^2}{E_k-E_0}
\ge\frac{2h}{N}\frac{\langle M_z^2\rangle}{\bar\omega}
=h\,\frac{N^2m_2^2}{6|E_0|/N} .
\]
The inequality holds because the average of \(1/\omega\) is at least one over the average of \(\omega\). With order, the response per site grows at least as \(N^2\), so at zero temperature fields of order \(J/N^2\) can already matter. This needs \(k_BT\) below the tower gap, which is minute: \(8J/N\) is 0.012 K for \(J/k_B=1500\) K and \(N=10^6\). At higher temperature the field energy \(hN\) must compete with \(k_BT\), and the field needed is of order \(k_BT/N\).

In the projected square model \(M_z|0\rangle\) is a single level at height \(8J/N\), so the inequality becomes an equality. There \(\mathbf M^2=2\mathbf S_A^2+2\mathbf S_B^2-\mathbf S_{\rm tot}^2\), which equals \(N^2/4+N\) in the singlet. For \(N=100\) and \(h=10^{-4}J\), the linear moment is
\[
\frac{2h}{N}\,\frac{N^2/12+N/3}{8J/N}=10^{-4}\times\frac{833.3+33.3}{4}=0.0217 .
\]
Diagonalization gives 0.0216. In the same field the moment is 0.40 for \(N=1000\) and 0.49 for \(N=10000\). These are ground-state values; for \(N=1000\) the thermal average within the projected model is 0.15 at \(k_BT=0.05J\). At fixed \(N\) the ground-state moment goes to zero as \(h\to0\). After a sudden switch-off, however, the moment lasts for a time that grows with \(N\), and in the projected model it revives at \(t=\pi N/(4J)\). The order of the limits \(N\to\infty\) and \(h\to0\) decides the answer. All this assumes exact spin isotropy. A small anisotropy can already fix the axis: strengthening the \(S^zS^z\) coupling of the projected model by a relative \(10^{-4}\) at \(N=10000\) puts 97% of \(\langle\mathbf M^2\rangle\) along \(z\) and replaces the bottom of the tower by a nearly degenerate doublet.

**Q:** Then I can diagnose order by finding a gap proportional to \(1/N\).

**A:** That reverses the implication. For rings of 8 to 18 sites, \(N\Delta\) rises by only 4%, from \(4.18J\) to \(4.34J\). Yet \(m_2\) drops from 0.323 to 0.185, a larger relative fall than on the square clusters of the same sizes, although sizes this small cannot fix its limit. The scaled heights for \(S=1,2,3\) at 18 sites are \(2.17J\), \(2.75J\) and \(2.94J\), which do not follow \(S(S+1)\).

One must also ask whether the tower is separate from the spin waves. The equation of motion is
\[
i\dot S_i^+=[S_i^+,H]=J\sum_{j}\left(S_i^zS_j^+-S_i^+S_j^z\right),
\]
with \(j\) running over the neighbours of \(i\). Linearize about Néel order, \(S_i^z\to\varepsilon_i/2\), and insert plane waves with amplitudes \(a\) on A and \(b\) on B:
\[
\omega a=\frac{zJ}2(a+\gamma b),\qquad \omega b=-\frac{zJ}2(b+\gamma a),
\]
where \(\gamma\) is the average of \(e^{i\mathbf k\cdot\boldsymbol\delta}\) over the neighbour vectors \(\boldsymbol\delta\). This form holds on the chain and the square lattice, where every \(\boldsymbol\delta\) comes with \(-\boldsymbol\delta\) and \(\gamma\) is real. Eliminating \(a\) and \(b\) gives \(\omega=(zJ/2)\sqrt{1-\gamma^2}\). On a lattice without that pairing, such as the honeycomb, the second equation contains \(\gamma^*\) and \(\gamma^2\) becomes \(|\gamma|^2\). The zero mode at \(\mathbf k=0\) has \(a=-b\): it turns the whole staggered pattern, which is the rotor motion already described by the tower.

On a square of side \(L=\sqrt N\), the smallest nonzero wave vector is \(2\pi/L\). There \(\gamma\simeq1-k^2/4\), so \(\omega\simeq\sqrt2\,Jk\), proportional to \(1/\sqrt N\). The projected tower gap is \(8J/N\). Their ratio falls from 0.094 at \(N=100\) to 0.009 at \(N=10000\). These numbers use the projected gap and the uncorrected magnon energy. First-order spin-wave corrections to \(\chi\) and to the velocity roughly double them, but leave the fall as \(1/\sqrt N\). For a ring, \(\omega=J\sin(2\pi/N)\) and the tower estimate is \(4J/N\); the ratio stays near 0.64. No separate tower develops on these scales, although for the ring an expansion about Néel order is itself only an estimate.

**Q:** And do your square clusters prove that the infinite square lattice is ordered?

**A:** They do not. Between 8 and 18 sites \(m_2\) falls from 0.375 to 0.269, and such small sizes cannot fix its limit. Their lowest levels follow \(S(S+1)\), as expected of an ordered magnet, but at these sizes that is weak evidence. A periodic \(2\times6\) ladder gives scaled heights \(3.76J\), \(3.58J\) and \(3.54J\), and on the \(4\times4\) cluster other levels begin at \(2.34J\), below the \(S=3\) level at \(3.39J\). The numerical check checks the singlet, the gap bound, the field response and the variational bound on these clusters. What is proved is conditional: if \(m_2\) survives as \(N\to\infty\), a triplet collapses onto the singlet, and a state with a nonzero mean staggered moment per site costs vanishing energy.

## Computed results

```
Energies in J; moments per site in units of hbar
4x4 cluster, Neel state:
  mean energy -8.0000 J, variance 8.0000 J^2
  exact ground energy -11.228483 J
  weight of Neel state in ground state 0.08259
  largest |<S_i^z>| in ground state 0.000000
  weight of collective singlet in it 0.74335
Exact clusters: N, E0/N, gap, N*gap, gap bound (J), m2, chi_st (1/J)
  square  8 -0.75000 1.00000 8.0000 1.00000 0.37500 2.0000
  square 10 -0.73001 0.83597 8.3597 0.86381 0.33804 2.6819
  square 16 -0.70178 0.57860 9.2576 0.63446 0.27653 5.0386
  square 18 -0.69399 0.50841 9.1513 0.57415 0.26860 6.2499
  ring    8 -0.45639 0.52267 4.1814 0.70720 0.32267 3.0443
  ring   10 -0.45154 0.42324 4.2324 0.64938 0.27814 3.9239
  ring   16 -0.44639 0.27019 4.3230 0.55466 0.20120 6.6309
  ring   18 -0.44571 0.24125 4.3425 0.53504 0.18512 7.5509
m2(18 sites)/m2(8 sites):
  square 0.7163, ring 0.5737
N[E(S)-E(0)]/[S(S+1)] in J for S = 1, 2, 3 at N = 18:
  square 4.5757 4.5608 4.5481
  ring   2.1712 2.7492 2.9421
4x4 levels E(S) in J: S, exact, collective upper bound
  0 -11.22848 -10.00000
  1 -10.64988 -9.50000
  2 -9.51769 -8.50000
  3 -7.83654 -7.00000
Tower weights of the Neel state, N = 16, S = 0..4:
  0.1111 0.2667 0.2828 0.1980 0.0979
  mean S(S+1) = 8.0000
Largest moment from levels S <= K, N = 2000; top level (J):
  K = 1: 0.2890; 0.0040
  K = 2: 0.3877; 0.0120
  K = 4: 0.4535; 0.0400
Projected square model, staggered field h = 1e-04 J:
  N = 100: x = 0.125, moment 0.0216
  N = 1000: x = 12.500, moment 0.4005
  N = 10000: x = 1250.000, moment 0.4901
Scales in J: N, tower gap, lowest magnon, ratio
  square   100 0.080000 0.852911 0.0938
  square 10000 0.000800 0.088821 0.0090
  ring     100 0.040000 0.062791 0.6370
  ring   10000 0.000400 0.000628 0.6366
```
